**Asymmetric Cu6Sn5 growth across a liquid tin joint**

The program tests the small-difference copper flux J = D N X_s (H + Q) G/(k_B T²) and the hot and cold growth laws dh/dt = k/h ∓ v, solved by the two real branches of the Lambert function. Here D is the liquid diffusivity, N its tin density, X_s the saturated Cu/Sn ratio, H its activation energy, Q the heat of transport, G the temperature gradient and h a layer thickness; k measures supply through the compound, and v is J divided by the effective copper density of the compound. It asserts that the general flux formula agrees with a discretized transport equation across 100 K, and that the error of the small-difference law falls fourfold when the temperature difference is halved. It also asserts that the Lambert solutions agree with direct integration, and that layer thicknesses and pad losses agree with a transient moving-boundary calculation. Control runs assert that flat solubility leaves the hot layer slightly thicker, while constant diffusivity or half the liquid thickness at fixed gradient barely changes the result. For the rough typical joint near 250 °C, the output shows layers of 1.63 µm hot and 8.53 µm cold after 1800 s. It also lists the sizes of neglected effects, among them curvature, heat of transport and supply through scallop channels.

## Verification by program

```python
# RESULT UNDER TEST
# A liquid Sn layer between two Cu pads coated with Cu6Sn5 carries copper from
# its hot to its cold end because the saturated Cu/Sn ratio rises with T:
#     J = D N Xs (H + Q) G / (k T^2)          (small temperature difference)
# Layers fed by their own pad with flux K/h then obey
#     hot:  dh/dt = k_s/h - v,     cold:  dh/dt = k_s/h + v
# whose solutions are the two real branches of the Lambert function.
# SYMBOLS: N tin density of liquid; Xs saturated Cu/Sn atom ratio; H its
# activation energy; Q heat of transport; D diffusivity; G gradient;
# n_cu, n_sn atom densities in Cu6Sn5; n_eff = n_cu - n_sn*Xs;
# k_s = K/n_eff; v = J/n_eff; h layer thickness.
# Working units: micrometre, second, kelvin, eV, densities in 1e22 per cm3.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import lambertw

KB = const.k / const.e

# Rough typical values for a Cu / liquid Sn / Cu joint near 250 C
T_MID = 523.0
GRAD = 50.0e-4            # K/um  (50 K/cm)
LENGTH = 100.0            # um
N_LIQ = 3.5
N_CU = 3.1
N_SN = N_CU * 5.0 / 6.0
N_PAD = 8.5
X_MID = 0.02
H_SOL = 0.25
D_MID = 2500.0            # um2/s (2.5e-5 cm2/s)
E_DIFF = 0.15
KS_MID = 5.0e-3           # um2/s (5e-11 cm2/s)
E_SUP = 0.40
H_START = 0.5             # um
N_EFF = N_CU - N_SN * X_MID
TIMES = np.array([60.0, 600.0, 1800.0])


def arrhenius(energy, temp):
    return np.exp(-energy / KB * (1.0 / temp - 1.0 / T_MID))


def flux_integral(t_hot, t_cold, length, q_heat):
    """Steady flux from the integrating factor, any temperature difference."""
    def temp(x):
        return t_hot + (t_cold - t_hot) * x / length
    def conc(t):
        return N_LIQ * X_MID * arrhenius(H_SOL, t)
    top = (conc(t_hot) * arrhenius(q_heat, t_hot)
           - conc(t_cold) * arrhenius(q_heat, t_cold))
    resist = quad(lambda x: arrhenius(q_heat, temp(x))
                  / (D_MID * arrhenius(E_DIFF, temp(x))),
                  0.0, length, epsabs=0.0, epsrel=1e-11)[0]
    return top / resist


def flux_linear(grad, q_heat):
    return (D_MID * N_LIQ * X_MID * (H_SOL + q_heat) * grad
            / (KB * T_MID**2))


def flux_discrete(t_hot, t_cold, length, q_heat, cells=400):
    """Solve the discretized steady transport equation directly."""
    dx = length / cells
    slope = (t_cold - t_hot) / length
    t_face = t_hot + slope * (np.arange(cells) + 0.5) * dx
    diff = D_MID * arrhenius(E_DIFF, t_face)
    drift = q_heat * slope / (KB * t_face**2)
    left = diff * (1.0 / dx - 0.5 * drift)     # flux = left*C_i - right*C_i+1
    right = diff * (1.0 / dx + 0.5 * drift)
    mat = np.zeros((cells + 1, cells + 1))
    rhs = np.zeros(cells + 1)
    mat[0, 0] = mat[-1, -1] = 1.0
    rhs[0] = N_LIQ * X_MID * arrhenius(H_SOL, t_hot)
    rhs[-1] = N_LIQ * X_MID * arrhenius(H_SOL, t_cold)
    for i in range(1, cells):
        mat[i, i - 1] = -left[i - 1]
        mat[i, i] = right[i - 1] + left[i]
        mat[i, i + 1] = -right[i]
    conc = np.linalg.solve(mat, rhs)
    return left[0] * conc[0] - right[0] * conc[1]


def hot_layer(t, start, ks, v):
    scale = ks / v
    u0 = start / scale
    arg = (u0 - 1.0) * np.exp(u0 - 1.0 - v * t / scale)
    return scale * (1.0 + lambertw(arg, 0).real)


def cold_layer(t, start, ks, v):
    scale = ks / v
    u0 = start / scale
    arg = -(1.0 + u0) * np.exp(-1.0 - u0 - v * t / scale)
    return scale * (-1.0 - lambertw(arg, -1).real)


def moving_boundary(length=LENGTH, h_sol=H_SOL, e_diff=E_DIFF, cells=30):
    """Transient diffusion in tin-fixed coordinates with two moving faces.
    Returns hot and cold thickness and copper supplied by each pad."""
    xi = np.linspace(0.0, 1.0, cells + 1)
    sn_ratio = N_SN / N_LIQ

    def rate(_, state):
        h_hot, h_cold = state[-4], state[-3]
        y_hot = sn_ratio * (h_hot - H_START)
        y_cold = length - sn_ratio * (h_cold - H_START)
        width = y_cold - y_hot
        d = width / cells
        temp = T_MID + GRAD * (0.5 * length - y_hot - xi * width)
        ends = X_MID * arrhenius(h_sol, temp[[0, -1]])
        x = np.concatenate(([ends[0]], state[:-4], [ends[1]]))
        dif = D_MID * arrhenius(e_diff, temp)
        dif_face = D_MID * arrhenius(e_diff, 0.5 * (temp[1:] + temp[:-1]))
        face = -dif_face * np.diff(x) / d
        j_hot = N_LIQ * dif[0] * (3*x[0] - 4*x[1] + x[2]) / (2*d)
        j_cold = N_LIQ * dif[-1] * (-3*x[-1] + 4*x[-2] - x[-3]) / (2*d)
        s_hot = KS_MID * N_EFF * arrhenius(E_SUP, temp[0]) / h_hot
        s_cold = KS_MID * N_EFF * arrhenius(E_SUP, temp[-1]) / h_cold
        v_hot = (s_hot - j_hot) / (N_CU - N_SN * x[0])
        v_cold = (s_cold + j_cold) / (N_CU - N_SN * x[-1])
        grid_v = sn_ratio * (v_hot - xi * (v_hot + v_cold))
        dxdt = -np.diff(face) / d + grid_v[1:-1] * (x[2:] - x[:-2]) / (2*d)
        return np.concatenate((dxdt, [v_hot, v_cold, s_hot, s_cold]))

    first = np.concatenate((np.full(cells - 1, X_MID),
                            [H_START, H_START, 0.0, 0.0]))
    sol = solve_ivp(rate, (0.0, TIMES[-1]), first, method="BDF",
                    t_eval=TIMES, rtol=1e-7, atol=1e-10)
    assert sol.success
    return sol.y[-4:]


# Steady flux: integrating factor against discretized equation, 100 K apart
for q_trial in (-0.05, 0.0, 0.05):
    exact = flux_integral(573.0, 473.0 + 0.0, LENGTH, q_trial)
    direct = flux_discrete(573.0, 473.0 + 0.0, LENGTH, q_trial)
    assert abs(direct / exact - 1.0) < 1e-4

# Small-difference law: relative error must fall fourfold on halving
errors = []
for delta in (20.0, 10.0):
    exact = flux_integral(T_MID + delta/2, T_MID - delta/2, LENGTH, -0.05)
    errors.append(flux_linear(delta / LENGTH, -0.05) / exact - 1.0)
assert abs(errors[0] / errors[1] - 4.0) < 0.2

# Lambert solutions against direct integration, also for a dissolving layer
flux = flux_linear(GRAD, 0.0)
v_tm = flux / N_EFF
h_stat = KS_MID / v_tm
for start in (0.3 * h_stat, 3.0 * h_stat):
    for sign, law in ((-1.0, hot_layer), (1.0, cold_layer)):
        num = solve_ivp(lambda t, h: KS_MID / h + sign * v_tm,
                        (0.0, TIMES[-1]), [start], t_eval=TIMES,
                        method="Radau", rtol=1e-9, atol=1e-12).y[0]
        assert np.allclose(num, law(TIMES, start, KS_MID, v_tm), rtol=1e-6)

# Early asymmetry of bare pads, integrated for the squared scaled thickness
s_early = 1e-3
early = []
for sign in (-1.0, 1.0):
    sq = solve_ivp(lambda s, z: 2.0 * (1.0 + sign * np.sqrt(np.abs(z))),
                   (0.0, s_early), [0.0], rtol=1e-10, atol=1e-15).y[0, -1]
    early.append(np.sqrt(sq))
early_factor = (early[1] - early[0]) / s_early
assert abs(early_factor - 4.0 / 3.0) < 0.01

# Complete moving-boundary calculation against the closed formulas
t_hot = T_MID + GRAD * LENGTH / 2
t_cold = T_MID - GRAD * LENGTH / 2
ks_hot = KS_MID * arrhenius(E_SUP, t_hot)
ks_cold = KS_MID * arrhenius(E_SUP, t_cold)
hot = hot_layer(TIMES, H_START, ks_hot, v_tm)
cold = cold_layer(TIMES, H_START, ks_cold, v_tm)
pad_hot = (N_EFF * (hot - H_START) + flux * TIMES) / N_PAD
pad_cold = (N_EFF * (cold - H_START) - flux * TIMES) / N_PAD
full = moving_boundary()
assert np.allclose(full[0], hot, rtol=5e-3)
assert np.allclose(full[1], cold, rtol=5e-3)
assert np.allclose(full[2] / N_PAD, pad_hot, rtol=1e-2)
assert np.allclose(full[3] / N_PAD, pad_cold, rtol=1e-2)

# Causes: flat solubility, constant diffusivity, half the liquid thickness
flat = moving_boundary(h_sol=0.0)
assert np.all(flat[0] > flat[1])
assert flat[0, -1] - flat[1, -1] < 0.02 * (full[1, -1] - full[0, -1])
const_d = moving_boundary(e_diff=0.0)
assert np.allclose(const_d[:2], full[:2], rtol=1e-3)
half = moving_boundary(length=LENGTH / 2)
assert np.allclose(half[:2], full[:2], rtol=1e-2)

# Sizes of neglected effects
delta_t = GRAD * LENGTH
rel_drive = H_SOL * delta_t / (KB * T_MID**2)
gamma, radius = 0.1, 1e-6                       # J/m2, m
curv = 2 * gamma / (N_CU * 1e28 * radius * const.k * T_MID)
q_size = 0.05
nu, alpha, beta_t, beta_x = 2.5e-7, 1.7e-5, 1e-4, 0.1   # SI, rough
l_si = LENGTH * 1e-6
ra_t = const.g * beta_t * delta_t * l_si**3 / (nu * alpha)
ra_x = (const.g * beta_x * X_MID * rel_drive * l_si**3
        / (nu * D_MID * 1e-12))
h_match = 1.0
channel = []
for sign in (-1.0, 1.0):
    channel.append(solve_ivp(
        lambda t, h: KS_MID * h_match / h**2 + sign * v_tm,
        (0.0, TIMES[-1]), [H_START], method="Radau",
        rtol=1e-8, atol=1e-11).y[0, -1])
liquid_left = LENGTH - N_SN / N_LIQ * (hot[-1] + cold[-1] - 2 * H_START)

print("INPUTS (rough typical values, Cu/liquid Sn/Cu)")
print(f"middle temperature            {T_MID:.0f} K")
print(f"gradient                      {GRAD*1e4:.0f} K/cm")
print(f"liquid thickness              {LENGTH:.0f} um")
print(f"initial layer thickness       {H_START:.1f} um")
print(f"saturated Cu/Sn ratio         {X_MID:.3f}")
print(f"solubility energy H           {H_SOL:.2f} eV")
print(f"liquid diffusivity            {D_MID*1e-8:.2e} cm2/s")
print(f"diffusion energy              {E_DIFF:.2f} eV")
print(f"supply coefficient k          {KS_MID*1e-8:.2e} cm2/s")
print(f"supply energy                 {E_SUP:.2f} eV")
print(f"Sn density in liquid          {N_LIQ*1e22:.2e} cm^-3")
print(f"Cu density in Cu6Sn5          {N_CU*1e22:.2e} cm^-3")
print(f"Cu density in pad             {N_PAD*1e22:.2e} cm^-3")
print("RESULTS")
print(f"temperature difference        {delta_t:.2f} K")
print(f"H/(k T)                       {H_SOL/(KB*T_MID):.3f}")
print(f"relative solubility step      {100*rel_drive:.3f} %")
print(f"effective density n_eff       {N_EFF*1e22:.3e} cm^-3")
print(f"copper flux J                 {flux*1e18:.3e} cm^-2 s^-1")
print(f"growth speed v                {v_tm*1e3:.3f} nm/s")
print(f"stationary thickness, mid T   {h_stat:.3f} um")
print(f"stationary thickness, hot end {ks_hot/v_tm:.3f} um")
print(f"crossover time k/v^2          {h_stat/v_tm:.0f} s")
print(f"early factor (integrated)     {early_factor:.4f}")
for i, time in enumerate(TIMES):
    print(f"t={time:.0f} s: hot, cold formula   {hot[i]:.3f}, {cold[i]:.3f} um")
    print(f"t={time:.0f} s: hot, cold full run  "
          f"{full[0,i]:.3f}, {full[1,i]:.3f} um")
print(f"cold/hot ratio at end         {cold[-1]/hot[-1]:.2f}")
print(f"hot pad loss at end           {pad_hot[-1]:.3f} um")
print(f"cold pad loss at end          {pad_cold[-1]:.3f} um")
print(f"liquid left at end            {liquid_left:.1f} um")
print("CONTROLS AT END")
print(f"flat solubility: hot, cold    {flat[0,-1]:.4f}, {flat[1,-1]:.4f} um")
print(f"constant D: hot, cold         "
      f"{const_d[0,-1]:.3f}, {const_d[1,-1]:.3f} um")
print(f"half liquid: hot, cold        {half[0,-1]:.3f}, {half[1,-1]:.3f} um")
print("NEGLECTED EFFECTS")
print(f"trial heat of transport       {q_size:.2f} eV")
print(f"its change of flux            {100*q_size/H_SOL:.0f} %")
print(f"curvature (1 um, 0.1 J/m2)    {100*curv/rel_drive:.1f} % of drive")
print(f"reaction speed halving J      {2*D_MID/LENGTH*1e-4:.1e} cm/s")
print(f"diffusion transient           {LENGTH**2/(np.pi**2*D_MID):.2f} s")
print(f"thermal Rayleigh number       {ra_t:.1e}")
print(f"solutal Rayleigh number       {ra_x:.1e}")
print(f"supply excess, hot over cold  {100*(ks_hot/ks_cold-1):.2f} %")
print(f"swallowed-copper correction   {100*(1-N_EFF/N_CU):.2f} %")
print(f"channel law matched at        {h_match:.1f} um")
print(f"channel law end: hot, cold    {channel[0]:.3f}, {channel[1]:.3f} um")
print("PASS")
```

It prints:

```
INPUTS (rough typical values, Cu/liquid Sn/Cu)
middle temperature            523 K
gradient                      50 K/cm
liquid thickness              100 um
initial layer thickness       0.5 um
saturated Cu/Sn ratio         0.020
solubility energy H           0.25 eV
liquid diffusivity            2.50e-05 cm2/s
diffusion energy              0.15 eV
supply coefficient k          5.00e-11 cm2/s
supply energy                 0.40 eV
Sn density in liquid          3.50e+22 cm^-3
Cu density in Cu6Sn5          3.10e+22 cm^-3
Cu density in pad             8.50e+22 cm^-3
RESULTS
temperature difference        0.50 K
H/(k T)                       5.547
relative solubility step      0.530 %
effective density n_eff       3.048e+22 cm^-3
copper flux J                 9.281e+15 cm^-2 s^-1
growth speed v                3.044 nm/s
stationary thickness, mid T   1.642 um
stationary thickness, hot end 1.649 um
crossover time k/v^2          539 s
early factor (integrated)     1.3333
t=60 s: hot, cold formula   0.782, 1.069 um
t=60 s: hot, cold full run  0.782, 1.070 um
t=600 s: hot, cold formula   1.434, 3.878 um
t=600 s: hot, cold full run  1.434, 3.878 um
t=1800 s: hot, cold formula   1.628, 8.532 um
t=1800 s: hot, cold full run  1.628, 8.533 um
cold/hot ratio at end         5.24
hot pad loss at end           2.370 um
cold pad loss at end          0.915 um
liquid left at end            93.2 um
CONTROLS AT END
flat solubility: hot, cold    4.2806, 4.2634 um
constant D: hot, cold         1.628, 8.533 um
half liquid: hot, cold        1.625, 8.537 um
NEGLECTED EFFECTS
trial heat of transport       0.05 eV
its change of flux            20 %
curvature (1 um, 0.1 J/m2)    16.8 % of drive
reaction speed halving J      5.0e-03 cm/s
diffusion transient           0.41 s
thermal Rayleigh number       1.2e-04
solutal Rayleigh number       1.7e-01
supply excess, hot over cold  0.85 %
swallowed-copper correction   1.67 %
channel law matched at        1.0 um
channel law end: hot, cold    1.281, 7.293 um
PASS
```
